# Kerker's cubic coefficient, the potential cusp and its Fourier tail: test program

```python
"""
Result under test: a pseudo radial function r^l exp(p), with a cubic term c3 r^3
in p, gives V a linear term b r, b = 3(l+2)(hbar^2/m)c3, and the origin then adds
-8 pi b/q^4 to the three-dimensional Fourier transform of V. An even p removes
this term. Derivative jumps of V at the matching radius rc add oscillating tails.

Symbols: l angular momentum, p exponent polynomial, q wave number, V potential.
Internal units: length rc, energy hbar^2/(m rc^2). Z = rc/a0, x = r/rc, s = q rc.
The reference is the nodeless hydrogen state with n = l+1 and a fixed nucleus.
"""
import math
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import gammainc

# Symbolic inversion of the radial equation, starting from u itself.
r = sp.symbols("r", positive=True)
ell = sp.symbols("ell", positive=True)
c2, c3, c4, c6, c8 = sp.symbols("c2 c3 c4 c6 c8", real=True)


def symbolic_potential(exponent):
    u = r**(ell + 1) * sp.exp(exponent)
    ratio = sp.expand(sp.diff(u, r, 2) / u)
    ratio = sp.expand(sp.simplify(ratio))
    return sp.expand((ratio - ell * (ell + 1) / r**2) / 2)


cubic_potential = symbolic_potential(c2*r**2 + c3*r**3 + c4*r**4)
assert sp.simplify(cubic_potential.coeff(r, 1) - 3*(ell + 2)*c3) == 0
even_potential = symbolic_potential(c2*r**2 + c4*r**4 + c6*r**6 + c8*r**8)
assert sp.expand(even_potential - even_potential.subs(r, -r)) == 0

# Physical inputs in eV and angstrom.
angstrom = const.angstrom
hbar2_m = const.hbar**2 / const.m_e / const.e / angstrom**2
coulomb = const.e / (4*math.pi*const.epsilon_0) / angstrom
bohr = hbar2_m / coulomb
rc = 0.60
Z = rc / bohr
energy_unit = hbar2_m / rc**2
slope_unit = energy_unit / rc
transform_unit = energy_unit * rc**3

# Composite Gauss quadrature on 0 < x < 1 resolves all oscillations used below.
nodes, weights = np.polynomial.legendre.leggauss(32)
panels = 40
x = ((np.arange(panels)[:, None] + (nodes + 1)/2) / panels).ravel()
w = np.tile(weights / (2*panels), panels)


def construct(powers, match_count, l, flat_origin=False):
    """Match log(u/r^(l+1)) and its derivatives, then conserve the norm."""
    k = Z / (l + 1)
    target = np.array([-k, -k, 0.0, 0.0, 0.0])[:match_count]
    fixed = [2, 4] if flat_origin else [2]
    free = [power for power in powers if power not in fixed]
    matrix = np.array([[math.perm(power, d) for power in free]
                       for d in range(match_count)], dtype=float)

    def coefficients(second):
        c = np.zeros(max(powers) + 1)
        c[2] = second
        if flat_origin:
            c[4] = -second**2 / (2*l + 5)
        known = np.array([sum(c[power]*math.perm(power, d) for power in fixed)
                          for d in range(match_count)])
        c[free] = np.linalg.solve(matrix, target - known)
        return c

    def norm_excess(second):
        exponent = Polynomial(coefficients(second))(x)
        return np.sum(w*x**(2*l + 2)*(np.exp(2*exponent) - np.exp(-2*k*x)))

    grid = np.linspace(-10, 10, 201)
    values = np.array([norm_excess(value) for value in grid])
    brackets = [(grid[i], grid[i+1]) for i in range(len(grid) - 1)
                if values[i]*values[i+1] < 0]
    assert brackets, "no norm-conserving solution in the search range"
    bracket = min(brackets, key=lambda pair: abs(sum(pair)))
    c = coefficients(brentq(norm_excess, *bracket, xtol=1e-14))
    p = Polynomial(c)
    dp = p.deriv()
    potential = (-k**2/2 + (l + 1)*Polynomial(dp.coef[1:])
                 + (p.deriv(2) + dp**2)/2)
    return c, potential


def transform(potential, s):
    """Quadrature inside rc plus the analytic Coulomb tail outside."""
    s = np.atleast_1d(s)
    inside = np.sin(np.outer(s, x)) @ (w*x*potential(x))
    return 4*math.pi/s * (inside - Z*np.cos(s)/s)


def rms_transform(potential, low, high):
    s = np.linspace(low, high, 400, endpoint=False)
    return np.sqrt(np.mean(transform(potential, s)**2))


def ground_state(potential, l):
    """Finite-difference energy and charge fraction inside rc."""
    per_unit = 250
    grid = np.arange(1, 50*per_unit) / per_unit
    v = np.where(grid < 1, potential(np.minimum(grid, 1)), -Z/grid)
    diagonal = per_unit**2 + v + l*(l + 1)/(2*grid**2)
    side = np.full(len(grid) - 1, -per_unit**2/2)
    energy, vector = eigh_tridiagonal(diagonal, side, select="i",
                                      select_range=(0, 0))
    density = vector[:, 0]**2
    inside = density[:per_unit-1].sum() + density[per_unit-1]/2
    return energy[0], inside/density.sum()


designs = {
    "Kerker": ([0, 2, 3, 4], 3, False, 3),
    "even, V cont.": ([0, 2, 4, 6], 3, False, 3),
    "cubic, V'' cont.": ([0, 2, 3, 4, 6, 8], 5, False, 4),
    "TM": ([0, 2, 4, 6, 8, 10, 12], 5, True, 5),
}

print(f"hbar^2/m = {hbar2_m:.5f} eV A^2")
print(f"e^2/(4 pi eps0) = {coulomb:.5f} eV A")
print(f"a0 = {bohr:.6f} A; rc = {rc:.2f} A")

s_potentials = {}
s_kerker_slope = None
for l in (0, 1):
    k = Z/(l + 1)
    exact_energy = -k**2/2
    exact_inside = gammainc(2*l + 3, 2*k)
    print(f"--- hydrogen {'1s' if l == 0 else '2p'}, l = {l}")
    print(f"exact energy = {exact_energy*energy_unit:.5f} eV")
    print(f"exact charge fraction inside rc = {exact_inside:.5f}")
    kerker_slope = None
    for name, (powers, matches, flat, expected_power) in designs.items():
        c, potential = construct(powers, matches, l, flat)
        cubic = c[3]
        slope = 3*(l + 2)*cubic
        if name == "Kerker":
            kerker_slope = slope
        if l == 0:
            s_potentials[name] = potential
            if name == "Kerker":
                s_kerker_slope = slope

        energy, inside = ground_state(potential, l)
        assert abs(energy/exact_energy - 1) < 5e-4
        assert abs(inside - exact_inside) < 2e-4

        # Outside rc the product x V is constant, so its derivatives vanish.
        product = Polynomial([0, 1])*potential
        jumps = [-Z - product(1)] + [-product.deriv(d)(1) for d in (1, 2, 3)]
        assert abs(jumps[0]) < 1e-10
        if matches == 5:
            assert max(abs(jumps[1]), abs(jumps[2])) < 1e-8

        # At s = n pi the sine is zero; this average cancels the cosine.
        s_nodes = math.pi*np.array([119, 120, 121])
        scaled = s_nodes**4*transform(potential, s_nodes)
        origin_tail = np.dot([0.25, 0.5, 0.25], scaled)
        assert abs(origin_tail + 8*math.pi*slope) < (
            3e-3*8*math.pi*abs(kerker_slope))

        # At half-integer multiples of pi the cosine is zero.
        s_half = math.pi*np.array([120.5, 121.5])
        sine = np.sin(s_half)
        predicted = 4*math.pi*(-jumps[1]*sine/s_half**3
                              - 2*slope/s_half**4
                              + jumps[3]*sine/s_half**5)
        assert np.allclose(transform(potential, s_half), predicted,
                           rtol=0.02, atol=0)

        low, high = 120*math.pi, 128*math.pi
        power = math.log2(rms_transform(potential, low, high)
                          / rms_transform(potential, 2*low, 2*high))
        assert abs(power - expected_power) < 0.06

        print(f"{name}: energy {energy*energy_unit:.4f} eV, "
              f"decay power {power:.3f}")
        print(f"  origin q^4 V(q), quadrature = "
              f"{origin_tail*slope_unit:.3f} eV/A")
        if name == "Kerker":
            print(f"  c2 = {c[2]/rc**2:.4f} A^-2; c4 = {c[4]/rc**4:.4f} A^-4")
            print(f"  c3 = {cubic/rc**3:.4f} A^-3")
            hartree = hbar2_m/bohr**2
            print(f"  b = {slope*slope_unit:.3f} eV/A = "
                  f"{slope*slope_unit*bohr/hartree:.4f} hartree/bohr")
            print(f"  -8 pi b = {-8*math.pi*slope*slope_unit:.3f} eV/A")
            print(f"  slope jump of V at rc = {jumps[1]*slope_unit:.3f} eV/A")
            crossover = 2*abs(slope/jumps[1])/rc
            print(f"  q* = {crossover:.2f} A^-1; hbar^2 q*^2/(2m) = "
                  f"{hbar2_m*crossover**2/2:.0f} eV")
        if name == "cubic, V'' cont.":
            print(f"  c3 = {cubic/rc**3:.4f} A^-3; "
                  f"-8 pi b = {-8*math.pi*slope*slope_unit:.3f} eV/A")

print("--- 1s: rms V(q) over one period in q rc, eV A^3")
print("q start (A^-1) | Kerker | even | smooth cubic | TM | Kerker origin")
for multiple in (4, 8, 16, 32, 120):
    low = multiple*math.pi
    high = low + 2*math.pi
    row = [rms_transform(v, low, high)*transform_unit
           for v in s_potentials.values()]
    s = np.linspace(low, high, 400, endpoint=False)
    origin = np.sqrt(np.mean((8*math.pi*s_kerker_slope/s**4)**2))
    row.append(origin*transform_unit)
    print(f"{low/rc:.2f} | " + " | ".join(f"{value:.3e}" for value in row))

print("PASS")
```

Output:

```
hbar^2/m = 7.61996 eV A^2
e^2/(4 pi eps0) = 14.39965 eV A
a0 = 0.529177 A; rc = 0.60 A
--- hydrogen 1s, l = 0
exact energy = -13.60569 eV
exact charge fraction inside rc = 0.39537
Kerker: energy -13.6058 eV, decay power 3.006
  origin q^4 V(q), quadrature = -9668.803 eV/A
  c2 = -6.1480 A^-2; c4 = -4.1645 A^-4
  c3 = 8.4129 A^-3
  b = 384.638 eV/A = 7.4800 hartree/bohr
  -8 pi b = -9666.996 eV/A
  slope jump of V at rc = 36.161 eV/A
  q* = 35.46 A^-1; hbar^2 q*^2/(2m) = 4790 eV
even, V cont.: energy -13.6058 eV, decay power 3.000
  origin q^4 V(q), quadrature = -0.000 eV/A
cubic, V'' cont.: energy -13.6058 eV, decay power 4.000
  origin q^4 V(q), quadrature = -22307.583 eV/A
  c3 = 19.4085 A^-3; -8 pi b = -22301.548 eV/A
TM: energy -13.6058 eV, decay power 5.001
  origin q^4 V(q), quadrature = -0.007 eV/A
--- hydrogen 2p, l = 1
exact energy = -3.40142 eV
exact charge fraction inside rc = 0.00615
Kerker: energy -3.4014 eV, decay power 3.019
  origin q^4 V(q), quadrature = -6174.622 eV/A
  c2 = -2.7931 A^-2; c4 = -1.6921 A^-4
  c3 = 3.5822 A^-3
  b = 245.667 eV/A = 4.7775 hartree/bohr
  -8 pi b = -6174.273 eV/A
  slope jump of V at rc = 10.945 eV/A
  q* = 74.82 A^-1; hbar^2 q*^2/(2m) = 21327 eV
even, V cont.: energy -3.4014 eV, decay power 3.001
  origin q^4 V(q), quadrature = -0.000 eV/A
cubic, V'' cont.: energy -3.4014 eV, decay power 4.000
  origin q^4 V(q), quadrature = -14358.515 eV/A
  c3 = 8.3299 A^-3; -8 pi b = -14357.332 eV/A
TM: energy -3.4014 eV, decay power 5.002
  origin q^4 V(q), quadrature = -0.002 eV/A
--- 1s: rms V(q) over one period in q rc, eV A^3
q start (A^-1) | Kerker | even | smooth cubic | TM | Kerker origin
20.94 | 4.002e-02 | 3.715e-02 | 6.732e-02 | 3.166e-02 | 2.612e-02
41.89 | 3.463e-03 | 5.143e-03 | 5.071e-03 | 1.795e-03 | 2.113e-03
83.78 | 3.474e-04 | 7.081e-04 | 3.670e-04 | 6.663e-05 | 1.573e-04
167.55 | 4.019e-05 | 9.472e-05 | 2.524e-05 | 2.290e-06 | 1.091e-05
628.32 | 7.625e-07 | 1.907e-06 | 1.385e-07 | 3.384e-09 | 6.003e-08
PASS
```
